# Does MC-PDFT become exact as the active space reaches full CI?: a numerical check

```python
"""
Result under test: MC-PDFT with a full CI wave function keeps the error
    E_PDFT - E = E_ot[rho, Pi] - (<V_ee> - J[rho]),
and E_PDFT is not an upper bound to the exact energy.
Two-electron singlets, Hartree atomic units, fixed nuclei, no relativity.
rho: electron density; Pi(r) = psi(r,r)^2: on-top pair density;
J: classical repulsion; T: kinetic energy of the correlated wave function;
T_s = integral |grad rho|^2/(8 rho): Kohn-Sham kinetic energy;
T_c = T - T_s; E_ot: translated on-top energy (tLSDA or tPBE).
"""
import numpy as np
from scipy.linalg import eigh
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants
from pyscf import gto, dft, ao2mo, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
FUNCTIONALS = {"tLSDA": "LDA_X,LDA_C_PW", "tPBE": "PBE,PBE"}


def on_top_energy(xc, rho, grad, pair, weights, translate=True):
    """Integrate a spin-density functional at translated spin densities."""
    keep = rho > 1e-10
    n, g, p, w = rho[keep], grad[:, keep], pair[keep], weights[keep]
    zeta = np.sqrt(np.clip(1 - 4 * p / n**2, 0, 1))
    if not translate:
        zeta = np.zeros_like(n)
    up, down = (1 + zeta) / 2, (1 - zeta) / 2
    if xc.startswith("LDA"):
        spin_densities = (n * up, n * down)
    else:
        full = np.vstack([n, g])
        spin_densities = (full * up, full * down)
    energy_per_electron = dft.libxc.eval_xc(xc, spin_densities, spin=1)[0]
    return float(np.sum(w * n * energy_per_electron))


def von_weizsaecker(rho, grad, weights):
    keep = rho > 1e-12
    g2 = np.sum(grad[:, keep]**2, axis=0)
    return float(np.sum(weights[keep] * g2 / (8 * rho[keep])))


def molecule(atoms, basis):
    return gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)


def one_electron_orbitals(mol):
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return eigh(h, mol.intor("int1e_ovlp"))[1]


def ci_state(mol, orbitals):
    """Lowest singlet CI state of two electrons in the given orbitals."""
    n = orbitals.shape[1]
    kin = orbitals.T @ mol.intor("int1e_kin") @ orbitals
    nuc = orbitals.T @ mol.intor("int1e_nuc") @ orbitals
    h = kin + nuc
    eri = ao2mo.kernel(mol.intor("int2e", aosym="s8"), orbitals,
                       compact=False).reshape(n, n, n, n)
    pair_h = eri.transpose(0, 2, 1, 3).reshape(n * n, n * n).copy()
    pair_h += np.kron(h, np.eye(n)) + np.kron(np.eye(n), h)
    p, q = np.triu_indices(n)
    norm = np.where(p == q, 0.5, np.sqrt(0.5))
    rows = pair_h[p * n + q]
    ham = 2 * np.outer(norm, norm) * (rows[:, p * n + q] + rows[:, q * n + p])
    value, vector = eigh(ham, subset_by_index=[0, 0])
    c = np.zeros((n, n))
    c[p, q] = vector[:, 0] * np.where(p == q, 1, np.sqrt(0.5))
    c[q, p] = c[p, q]
    dm = 2 * c @ c.T
    hartree = 0.5 * dm.ravel() @ eri.reshape(n * n, n * n) @ dm.ravel()

    grid = dft.gen_grid.Grids(mol)
    grid.level = 4
    grid.build()
    phi = dft.numint.eval_ao(mol, grid.coords, deriv=1) @ orbitals
    dphi = phi[0] @ dm
    rho = np.sum(dphi * phi[0], axis=1)
    grad = np.array([2 * np.sum(dphi * phi[k], axis=1) for k in (1, 2, 3)])
    pair = np.sum((phi[0] @ c) * phi[0], axis=1)**2
    w = grid.weights
    kinetic = np.sum(dm * kin)
    base = mol.energy_nuc() + np.sum(dm * h) + hartree
    result = dict(E=value[0] + mol.energy_nuc(), T=kinetic, J=hartree,
                  Tc=kinetic - von_weizsaecker(rho, grad, w),
                  contact=np.sum(w * pair), c=c, h=h, eri=eri,
                  dm_ao=orbitals @ dm @ orbitals.T)
    for name, xc in FUNCTIONALS.items():
        result[name] = base + on_top_energy(xc, rho, grad, pair, w)
    return result


# Hylleraas expansion: exp(-K s) s^a t^b u^c,
# with s = r1 + r2, t = r2 - r1 and u = |r1 - r2| (vector difference).
K = 1.8


def hylleraas_powers(degree):
    return [(a, b, c) for a in range(degree + 1)
            for b in range(0, degree + 1, 2)
            for c in range(degree + 1) if a + b + c <= degree]


def hylleraas_helium(degree):
    x, wx = np.polynomial.laguerre.laggauss(14)
    a, b, c = [v.ravel() for v in np.meshgrid(x / K, x / K, x / (2 * K),
                                              indexing="ij")]
    weight = np.einsum("i,j,k->ijk", wx, wx, wx).ravel() / (2 * K**3)
    r1, r2, u = (a + c) / 2, (b + c) / 2, (a + b) / 2
    weight = weight * 2 * np.pi**2 * r1 * r2 * u
    s, t = r1 + r2, r2 - r1
    f, d1, d2, du = [], [], [], []
    for i, j, k in hylleraas_powers(degree):
        value = s**i * t**j * u**k
        ds = i * s**max(i - 1, 0) * t**j * u**k - K * value
        dt = j * s**i * t**max(j - 1, 0) * u**k
        f.append(value)
        d1.append(ds - dt)
        d2.append(ds + dt)
        du.append(k * s**i * t**j * u**max(k - 1, 0))
    f, d1, d2, du = map(np.array, (f, d1, d2, du))
    cos1 = (r1**2 + u**2 - r2**2) / (2 * r1 * u)
    cos2 = (r2**2 + u**2 - r1**2) / (2 * r2 * u)
    overlap = (f * weight) @ f.T
    mixed = (d1 * weight * cos1 + d2 * weight * cos2) @ du.T
    kin = 0.5 * ((d1 * weight) @ d1.T + (d2 * weight) @ d2.T
                 + 2 * (du * weight) @ du.T + mixed + mixed.T)
    nuc = (f * weight * (-2 / r1 - 2 / r2)) @ f.T
    rep = (f * weight / u) @ f.T
    scale = 1 / np.sqrt(np.diag(overlap))
    val, vec = eigh(overlap * np.outer(scale, scale))
    good = val > 1e-12
    basis = scale[:, None] * vec[:, good] / np.sqrt(val[good])
    energies, states = eigh(basis.T @ (kin + nuc + rep) @ basis)
    coef = basis @ states[:, 0]
    return energies[0], coef, coef @ kin @ coef, coef @ nuc @ coef


def hylleraas_psi(coef, degree, r1, r2, u):
    s, t = r1 + r2, r2 - r1
    total = 0
    for factor, (i, j, k) in zip(coef, hylleraas_powers(degree)):
        total = total + factor * s**i * t**j * u**k
    return total * np.exp(-K * s)


def hylleraas_density(coef, degree, radius):
    """Integrate psi^2 over electron 2, split where r2 equals r1."""
    xi, wi = np.polynomial.legendre.leggauss(40)
    xo, wo = np.polynomial.laguerre.laggauss(20)
    xu, wu = np.polynomial.legendre.leggauss(10)
    r = radius[:, None, None]
    inner = r * ((xi + 1) / 2)[None, :, None]
    outer = r + (xo / (2 * K))[None, :, None]
    total = np.zeros_like(radius)
    for r2, wr in ((inner, r * (wi / 2)[None, :, None]),
                   (outer, (wo * np.exp(xo) / (2 * K))[None, :, None])):
        u = np.maximum(r, r2) + np.minimum(r, r2) * xu
        wr = wr * np.minimum(r, r2) * wu
        psi = hylleraas_psi(coef, degree, r, r2, u)
        total += np.sum(wr * r2 * u * psi**2, axis=(1, 2))
    return 4 * np.pi * total / radius


# Radial quadrature with r = RMAX x^2.
RMAX = 14.0
node, node_weight = np.polynomial.legendre.leggauss(160)
node, node_weight = (node + 1) / 2, node_weight / 2
radius = RMAX * node**2
radial_weight = 2 * RMAX * node * node_weight
volume_weight = 4 * np.pi * radius**2 * radial_weight


def radial_hartree(rho):
    """Electrostatic energy from the charge enclosed at each radius."""
    shell = 4 * np.pi * radius**2 * rho * 2 * RMAX * node
    charge = CubicSpline(np.r_[0, node], np.r_[0, shell]).antiderivative()
    inside = 0.5 * np.sum(radial_weight * charge(node)**2 / radius**2)
    return float(inside + 0.5 * charge(1.0)**2 / RMAX)


def radial_gradient(derivative):
    return np.vstack([derivative, np.zeros((2, len(derivative)))])


# Near-exact helium, independent of Gaussian orbitals.
DEGREE = 5
E_lower_degree = hylleraas_helium(DEGREE - 1)[0]
E_ref, coef, T_ref, V_ref = hylleraas_helium(DEGREE)
rho = hylleraas_density(coef, DEGREE, radius)
step = 1e-3 * radius
slope = (hylleraas_density(coef, DEGREE, radius + step)
         - hylleraas_density(coef, DEGREE, radius - step)) / (2 * step)
grad = radial_gradient(slope)
pair = hylleraas_psi(coef, DEGREE, radius, radius, 0 * radius)**2
J_ref = radial_hartree(rho)
Ts_ref = von_weizsaecker(rho, grad, volume_weight)
Tc_ref = T_ref - Ts_ref
contact_ref = np.sum(volume_weight * pair)
mean_ratio = contact_ref / np.sum(volume_weight * rho**2 / 4)
W_ref = E_ref - T_ref - V_ref - J_ref
Exc_ref = W_ref + Tc_ref
Eot = {name: on_top_energy(xc, rho, grad, pair, volume_weight)
       for name, xc in FUNCTIONALS.items()}
limit = {name: T_ref + V_ref + J_ref + Eot[name] for name in Eot}
Exc_pbe = on_top_energy("PBE,PBE", rho, grad, pair, volume_weight, False)
parent_error = Exc_pbe - Exc_ref
translation_shift = Eot["tPBE"] - Exc_pbe

assert 0 <= E_lower_degree - E_ref < 1e-4
assert abs(np.sum(volume_weight * rho) - 2) < 1e-5
assert abs(-2 * np.sum(volume_weight * rho / radius) - V_ref) < 1e-4
assert Tc_ref > 0
# These two signs rule out a general upper or lower bound.
assert limit["tPBE"] < E_ref - 1e-3
assert limit["tLSDA"] > E_ref + 1e-3

# Full CI for helium as the orbital basis grows.
he_fci = {}
for basis in ("cc-pVTZ", "cc-pVQZ", "cc-pV5Z"):
    mol = molecule("He 0 0 0", basis)
    orbitals = one_electron_orbitals(mol)
    he_fci[basis] = ci_state(mol, orbitals)
    if basis == "cc-pVTZ":
        state = he_fci[basis]
        solver_energy = fci.direct_spin0.kernel(
            state["h"], state["eri"], len(state["h"]), 2)[0]
        assert abs(solver_energy - state["E"]) < 1e-7
    if basis == "cc-pVQZ":
        mol_qz, orbitals_qz = mol, orbitals
tz, qz, five = [he_fci[b] for b in ("cc-pVTZ", "cc-pVQZ", "cc-pV5Z")]
assert tz["E"] > qz["E"] > five["E"] > E_ref
assert tz["contact"] > qz["contact"] > five["contact"] > contact_ref
assert abs(five["tPBE"] - limit["tPBE"]) < abs(tz["tPBE"] - limit["tPBE"])
assert abs(five["J"] - J_ref) < 3e-3
assert abs(five["Tc"] - Tc_ref) < 3e-3

# Nested active spaces made from full CI natural orbitals.
amplitude, rotation = np.linalg.eigh(qz["c"])
order = np.argsort(-np.abs(amplitude))
occupation = 2 * amplitude[order]**2
natural = orbitals_qz @ rotation[:, order]
sizes = [1, 2, 5, 14, natural.shape[1]]
for size in sizes[:-1]:
    assert occupation[size - 1] > 1.5 * occupation[size]
active = [ci_state(mol_qz, natural[:, :size]) for size in sizes]
assert all(a["E"] > b["E"] for a, b in zip(active, active[1:]))
assert abs(active[-1]["E"] - qz["E"]) < 1e-8
assert abs(active[0]["Tc"]) < 1e-5
assert all(a["Tc"] > 0 for a in active[1:])
ks = dft.RKS(mol_qz)
ks.xc = "PBE,PBE"
ks.grids.level = 4
assert abs(ks.energy_tot(dm=active[0]["dm_ao"]) - active[0]["tPBE"]) < 1e-5

# Separated hydrogen atoms and full CI for H2.
rho_h = np.exp(-2 * radius) / np.pi
grad_h = radial_gradient(-2 * rho_h)
J_h = radial_hartree(rho_h)
Ex_h = on_top_energy("LDA_X,", rho_h, grad_h, 0 * rho_h, volume_weight)
assert abs(J_h - 5 / 16) < 1e-5
assert abs(Ex_h + 81 / 256 * (6 / np.pi**2)**(1 / 3)) < 1e-5
atom_eot = {name: on_top_energy(xc, rho_h, grad_h, 0 * rho_h, volume_weight)
            for name, xc in FUNCTIONALS.items()}
separated = {name: 2 * (J_h + atom_eot[name]) for name in atom_eot}
h2 = {}
for distance in (1.4, 10.0):
    mol = molecule(f"H 0 0 0; H 0 0 {distance}", "cc-pVTZ")
    h2[distance] = ci_state(mol, one_electron_orbitals(mol))
for name in FUNCTIONALS:
    assert abs(h2[10.0][name] - h2[10.0]["E"] - separated[name]) < 2e-3

print("All energies in hartree unless another unit is shown")
print("He cc-pVQZ, active spaces of natural orbitals; errors against FCI")
for size, state in zip(sizes, active):
    print(f"n={size:2d} E_CI={state['E']:.6f} E_tPBE={state['tPBE']:.6f} "
          f"error={state['tPBE'] - qz['E']:+.6f} "
          f"E_tLSDA={state['tLSDA']:.6f} "
          f"error={state['tLSDA'] - qz['E']:+.6f}")
print("He full CI by basis; contact = integral of Pi in bohr^-3")
for basis, state in he_fci.items():
    print(f"{basis} E_FCI={state['E']:.6f} E_tPBE={state['tPBE']:.6f} "
          f"E_tLSDA={state['tLSDA']:.6f} contact={state['contact']:.5f} "
          f"T_c={state['Tc']:.5f}")
print("He Hylleraas reference")
print(f"number of terms, dimensionless: {len(coef)}")
print(f"energy at polynomial degree {DEGREE - 1}: {E_lower_degree:.7f}")
print(f"energy at polynomial degree {DEGREE}: {E_ref:.7f}")
print(f"kinetic energy T: {T_ref:.6f}")
print(f"nuclear attraction V_ne: {V_ref:.6f}")
print(f"classical repulsion J: {J_ref:.6f}")
print(f"nonclassical repulsion <V_ee>-J: {W_ref:.6f}")
print(f"Kohn-Sham kinetic energy T_s: {Ts_ref:.6f}")
print(f"kinetic correlation T_c: {Tc_ref:.6f}")
print(f"Kohn-Sham E_xc from reference: {Exc_ref:.6f}")
print(f"PBE E_xc on reference density: {Exc_pbe:.6f}")
print(f"integral of Pi: {contact_ref:.6f} bohr^-3")
print(f"integral Pi / integral rho^2/4, dimensionless: {mean_ratio:.4f}")
for name in FUNCTIONALS:
    error = limit[name] - E_ref
    print(f"{name}: E_ot={Eot[name]:.6f} E_PDFT={limit[name]:.6f} "
          f"error={error:+.6f}")
    print(f"{name} reference-limit error: {error * HARTREE_EV:+.3f} eV")
print("tPBE error split for He")
print(f"kinetic double counting: {Tc_ref:+.6f}")
print(f"PBE parent-functional error: {parent_error:+.6f}")
print(f"translation shift: {translation_shift:+.6f}")
print("H2 full CI, cc-pVTZ")
for distance, state in h2.items():
    print(f"distance={distance:.1f} bohr E_FCI={state['E']:.6f} "
          f"tPBE error={state['tPBE'] - state['E']:+.6f} "
          f"tLSDA error={state['tLSDA'] - state['E']:+.6f}")
print(f"H atom: J={J_h:.6f} Slater exchange={Ex_h:.6f}")
for name in FUNCTIONALS:
    print(f"H atom {name} E_ot={atom_eot[name]:.6f}; "
          f"separated H2 error={separated[name]:+.6f}")
print("all assertions hold")
```

Printed output:

```
All energies in hartree unless another unit is shown
He cc-pVQZ, active spaces of natural orbitals; errors against FCI
n= 1 E_CI=-2.861490 E_tPBE=-2.891589 error=+0.010822 E_tLSDA=-2.832328 error=+0.070083
n= 2 E_CI=-2.877601 E_tPBE=-2.895765 error=+0.006646 E_tLSDA=-2.835053 error=+0.067358
n= 5 E_CI=-2.897179 E_tPBE=-2.905362 error=-0.002951 E_tLSDA=-2.843225 error=+0.059186
n=14 E_CI=-2.901321 E_tPBE=-2.915805 error=-0.013394 E_tLSDA=-2.852718 error=+0.049692
n=30 E_CI=-2.902411 E_tPBE=-2.921610 error=-0.019199 E_tLSDA=-2.858234 error=+0.044177
He full CI by basis; contact = integral of Pi in bohr^-3
cc-pVTZ E_FCI=-2.900232 E_tPBE=-2.914853 E_tLSDA=-2.852022 contact=0.13201 T_c=0.03511
cc-pVQZ E_FCI=-2.902411 E_tPBE=-2.921610 E_tLSDA=-2.858234 contact=0.12465 T_c=0.03614
cc-pV5Z E_FCI=-2.903152 E_tPBE=-2.925657 E_tLSDA=-2.861951 contact=0.12056 T_c=0.03646
He Hylleraas reference
number of terms, dimensionless: 34
energy at polynomial degree 4: -2.9037011
energy at polynomial degree 5: -2.9037162
kinetic energy T: 2.903656
nuclear attraction V_ne: -6.753193
classical repulsion J: 2.049117
nonclassical repulsion <V_ee>-J: -1.103297
Kohn-Sham kinetic energy T_s: 2.867030
kinetic correlation T_c: 0.036627
Kohn-Sham E_xc from reference: -1.066670
PBE E_xc on reference density: -1.054931
integral of Pi: 0.107053 bohr^-3
integral Pi / integral rho^2/4, dimensionless: 0.5603
tLSDA: E_ot=-1.075605 E_PDFT=-2.876025 error=+0.027692
tLSDA reference-limit error: +0.754 eV
tPBE: E_ot=-1.140670 E_PDFT=-2.941090 error=-0.037374
tPBE reference-limit error: -1.017 eV
tPBE error split for He
kinetic double counting: +0.036627
PBE parent-functional error: +0.011739
translation shift: -0.085739
H2 full CI, cc-pVTZ
distance=1.4 bohr E_FCI=-1.172335 tPBE error=-0.016322 tLSDA error=+0.018382
distance=10.0 bohr E_FCI=-0.999623 tPBE error=+0.001236 tLSDA error=+0.044595
H atom: J=0.312500 Slater exchange=-0.268037
H atom tLSDA E_ot=-0.290221; separated H2 error=+0.044557
H atom tPBE E_ot=-0.311917; separated H2 error=+0.001167
all assertions hold
```
